**Dynamic and adiabatic indirect edges with equal coupling**

Well above threshold, the adiabatic one-phonon edge lies below the Hall-Bardeen-Blatt edge in photon energy by \(\Omega\tanh(\Omega/2kT)\), where \(\Omega\) is the phonon energy, \(T\) the temperature and \(k\) Boltzmann's constant. The displacement refers to reduced spectra, from which the common optical prefactor has been divided out. The program diagonalizes a small electron-phonon model and asserts the emission, absorption and frozen-lattice weights, as well as the difference in mean line energy. It counts electron-hole pairs for anisotropic and warped bands, and asserts that their number grows as the cube of the energy above the gap. Root finding on numerically convolved densities tests the closed displacement formula, its limits, the crossing of the spectra and the leading correction for other joint densities. For the 58 meV phonon at 300 K the output gives a limiting displacement of 46.9 meV, and 44.6 meV at 0.30 eV above the gap. Among the neglected effects estimated from rough inputs, an added acoustic phonon has the largest influence and lowers the limit to 39.4 meV.

## Numerical check

```python
"""
Result under test: with equal coupling and equal gap, the adiabatic one-phonon
indirect edge lies below the Hall-Bardeen-Blatt (dynamic) edge in photon energy
by Omega*tanh(Omega/2kT) when the photon energy is well above threshold.
Symbols: x = photon energy minus indirect gap; omega = phonon energy;
n = Bose occupation; t = tanh(omega/2kT); D(x) = joint density of pair states;
delta = displacement, defined by adiabatic(x - delta) = dynamic(x).
Reduced spectra have the common optical prefactor divided out. Energies in eV.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

KB = k_joule / charge
OMEGA = 0.058            # silicon phonon named in the problem
GAP = 1.12               # rough indirect gap
DIRECT = 3.4             # rough direct gap at the zone centre
DEEP_VALENCE = -3.0      # rough valence level below the conduction minimum
TEMP = 300.0
X_WORK = 0.30


def bose(w, temp):
    return 1.0 / np.expm1(w / (KB * temp))


# ---------- quantum phonon against frozen displacement ----------
G_EL, G_HOLE = 1.0e-3, 0.8e-3     # weak couplings, electron and hole routes
P_EL, P_HOLE = 1.0, -0.7          # optical matrix elements of the two routes


def route_amplitude(photon):
    return (P_HOLE * G_HOLE / (GAP - DEEP_VALENCE - photon)
            - P_EL * G_EL / (DIRECT - photon))


def oscillator(levels, temp):
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    pop = np.exp(-np.arange(levels) * OMEGA / (KB * temp))
    return lower + lower.T, pop / pop.sum()


def dynamic_lines(levels, temp):
    """Emission weight, absorption weight and mean line energy."""
    pos, pop = oscillator(levels, temp)
    ladder = np.diag(OMEGA * np.arange(levels))
    flip = np.array([[0.0, 1.0], [1.0, 0.0]])

    def block(low, high, g):
        return np.linalg.eigh(np.kron(np.diag([low, high]), np.eye(levels))
                              + np.kron(np.eye(2), ladder)
                              + g * np.kron(flip, pos))
    e_val, v_val = block(DEEP_VALENCE, 0.0, G_HOLE)
    e_con, v_con = block(GAP, DIRECT, G_EL)
    e_i, v_i = e_val[levels:], v_val[:, levels:]     # valence-top states
    e_f, v_f = e_con[:levels], v_con[:, :levels]     # conduction-minimum states
    optical = np.kron(np.diag([P_HOLE, P_EL]), np.eye(levels))
    photon = e_f[:, None] - e_i[None, :]
    weight = (v_f.T @ optical @ v_i)**2 * pop / route_amplitude(photon)**2
    emit = weight[photon > GAP].sum()
    absorb = weight[photon < GAP].sum()
    return emit, absorb, (weight * photon).sum() / weight.sum()


def frozen_lines(levels, temp):
    """Weight and mean line energy with the displacement held fixed."""
    pos, pop = oscillator(levels, temp)
    u_values, vecs = np.linalg.eigh(pos)
    probability = pop @ vecs**2
    total = moment = 0.0
    for u, prob in zip(u_values, probability):
        ev, vv = np.linalg.eigh([[DEEP_VALENCE, G_HOLE*u], [G_HOLE*u, 0.0]])
        ec, vc = np.linalg.eigh([[GAP, G_EL*u], [G_EL*u, DIRECT]])
        photon = ec[0] - ev[1]
        amp = vc[:, 0] @ np.diag([P_HOLE, P_EL]) @ vv[:, 1]
        w = prob * amp**2 / route_amplitude(photon)**2
        total += w
        moment += w * photon
    return total, moment / total


n_T = bose(OMEGA, TEMP)
t_T = np.tanh(OMEGA / (2 * KB * TEMP))
limit_T = OMEGA * t_T
emit, absorb, mean_dyn = dynamic_lines(30, TEMP)
emit_small = dynamic_lines(10, TEMP)[0]
frozen_weight, mean_frozen = frozen_lines(30, TEMP)
assert abs(emit / (n_T + 1) - 1) < 1e-4
assert abs(absorb / n_T - 1) < 1e-4
assert abs(frozen_weight / (2 * n_T + 1) - 1) < 1e-4
assert abs(mean_frozen - GAP) < 1e-5
assert abs(mean_dyn - mean_frozen - limit_T) < 1e-5


# ---------- joint density from counting pairs in k space ----------
def pair_exponent(mesh):
    """Power of x in the pair count; ellipsoidal electrons, warped holes."""
    k1 = (np.arange(mesh) + 0.5) / mesh
    a, b, c = (q.ravel()**2 for q in np.meshgrid(k1, k1, k1, indexing="ij"))
    electron = 1.1 * a + 5.0 * b + 5.0 * c
    k2 = a + b + c
    hole = np.sort(4*k2 - np.sqrt(k2**2 + 16*(a*b + b*c + c*a)))
    count = [np.searchsorted(hole, x - electron[electron < x]).sum()
             for x in (0.5, 1.0)]
    return np.log2(count[1] / count[0])


exponent = pair_exponent(40)
exponent_coarse = pair_exponent(28)
assert abs(exponent - 3.0) < 0.03


# ---------- convolved joint densities ----------
def convolve(density, x, nodes=200):
    """Integral of density(e)*sqrt(x-e) from 0 to x."""
    if x <= 0:
        return 0.0
    z, w = np.polynomial.legendre.leggauss(nodes)
    angle = (z + 1) * np.pi / 4
    s, c = np.sin(angle), np.cos(angle)
    return np.sum(w * np.pi/4 * density(x*s*s) * 2 * x**1.5 * s * c*c)


def d_free(x):
    return convolve(np.sqrt, x)


RYD = 0.015              # rough exciton binding energy
NONPAR = 0.5             # rough conduction nonparabolicity, 1/eV


def coulomb_continuum(e, ryd):
    return 2*np.pi*np.sqrt(ryd) / (-np.expm1(-2*np.pi*np.sqrt(ryd / e)))


def d_exciton(x, nodes=200, terms=400):
    j = np.arange(1, terms + 1)
    bound = 4*np.pi*RYD**1.5 / j**3 * np.sqrt(np.maximum(x + RYD/j**2, 0))
    return bound.sum() + convolve(lambda e: coulomb_continuum(e, RYD), x, nodes)


def d_nonparabolic(x):
    return convolve(lambda e: np.sqrt(e*(1+NONPAR*e))*(1+2*NONPAR*e), x)


def d_splitoff(x):       # second hole band of equal weight, rough 44 meV lower
    return d_free(x) + d_free(x - 0.044)


assert abs(d_free(0.3) / (np.pi * 0.3**2 / 8) - 1) < 1e-9

# Coulomb contact density: radial diagonalization, units of binding energy
step = 0.02
radius = step * np.arange(1, 1501)
levels_r, waves = eigh_tridiagonal(2/step**2 - 2/radius,
                                   -np.ones(1499)/step**2)
slope = waves[0] / np.sqrt(step) / (step * (1 - step))
contact_numeric = np.sum(np.pi * slope**2 * np.exp(-levels_r))
j = np.arange(1, 2001)
contact_formula = (np.sum(4*np.pi/j**3 * np.exp(1/j**2))
                   + quad(lambda e: coulomb_continuum(e, 1.0)*np.exp(-e),
                          0, 40)[0])
# one percent allows for the finite radial step
assert abs(contact_numeric / contact_formula - 1) < 0.01


# ---------- displacement by root finding ----------
def dynamic(D, x, modes):
    return sum(g2*(n*D(x + w) + (n + 1)*D(x - w)) for w, n, g2 in modes)


def frozen(D, x, modes):
    return sum(g2*(2*n + 1) for w, n, g2 in modes) * D(x)


def displacement(D, x, modes):
    top = max(m[0] for m in modes)
    target = dynamic(D, x, modes)
    return brentq(lambda d: frozen(D, x - d, modes) - target,
                  -top, 1.5*top, xtol=1e-14)


def closed_displacement(x, w, t):
    return x - np.sqrt((x - w*t)**2 + w*w*(1 - t*t))


one_mode = [(OMEGA, n_T, 1.0)]
for temp in (77.0, 300.0, 600.0, 1200.0):
    mode = [(OMEGA, bose(OMEGA, temp), 1.0)]
    t = np.tanh(OMEGA / (2*KB*temp))
    for x in (1.6*OMEGA, 0.3, 1.0):
        d = displacement(d_free, x, mode)
        assert abs(d - closed_displacement(x, OMEGA, t)) < 1e-9
        assert d < OMEGA*t + 1e-9
    assert abs(displacement(d_free, 1000*OMEGA, mode) - OMEGA*t) < 1e-3*OMEGA
assert abs(displacement(d_free, 0.2, [(OMEGA, 0.0, 1.0)]) - OMEGA) < 1e-9

# leading correction for general smooth joint densities, small phonon energy
for D in (d_free, d_exciton, d_nonparabolic):
    w, h = OMEGA / 10, 2e-3
    first = (D(X_WORK + h) - D(X_WORK - h)) / (2*h)
    second = (D(X_WORK + h) - 2*D(X_WORK) + D(X_WORK - h)) / h**2
    gap_to_limit = w*t_T - displacement(D, X_WORK, [(w, n_T, 1.0)])
    # five percent allows for the next order in phonon energy
    assert abs(gap_to_limit / (w*w*(1 - t_T**2)*second/(2*first)) - 1) < 0.05


# energy at which a given fraction of the limit is reached
def reach(fraction):
    d = fraction * limit_T
    return (OMEGA**2 - d*d) / (2*(limit_T - d))


for fraction in (0.90, 0.95):
    found = displacement(d_free, reach(fraction), one_mode)
    assert abs(found / limit_T - fraction) < 1e-7


# crossing of the two spectra near threshold
def crossing_formula(n):
    r = np.sqrt(n / (2*n + 1))
    return OMEGA*r/(1 - r) if n <= 0.5 else OMEGA*(2*n + 1)/2


def crossing_numeric(n):
    mode = [(OMEGA, n, 1.0)]
    return brentq(lambda x: dynamic(d_free, x, mode) - frozen(d_free, x, mode),
                  1e-6, 20*OMEGA)


for temp in (300.0, 900.0):
    n = bose(OMEGA, temp)
    assert abs(crossing_numeric(n) - crossing_formula(n)) < 1e-8

# ---------- worked example and neglected effects ----------
local = displacement(d_free, X_WORK, one_mode)
ratio = frozen(d_free, X_WORK, one_mode) / dynamic(d_free, X_WORK, one_mode)
assert ratio > 1
window = np.linspace(0.20, 0.50, 61)
root = np.sqrt([dynamic(d_free, x, one_mode) for x in window])
fit = np.polyfit(window, root, 1)
fit_shift = -fit[1] / fit[0]
assert 0.8*limit_T < fit_shift < limit_T

TA, TA_WEIGHT = 0.019, 0.1        # rough energy, assumed relative coupling
n_ta = bose(TA, TEMP)
two_modes = one_mode + [(TA, n_ta, TA_WEIGHT)]
two_limit = (OMEGA + TA_WEIGHT*TA) / (2*n_T + 1 + TA_WEIGHT*(2*n_ta + 1))
assert abs(displacement(d_free, 1000*OMEGA, two_modes) - two_limit) < 1e-4

d_exc = displacement(d_exciton, X_WORK, one_mode)
d_exc_coarse = displacement(lambda x: d_exciton(x, 100, 200), X_WORK, one_mode)
d_np = displacement(d_nonparabolic, X_WORK, one_mode)
d_so = displacement(d_splitoff, X_WORK, one_mode)
GAP_CHANGE = 0.05                 # rough thermal gap change, common to both
d_gap = displacement(d_free, X_WORK - GAP_CHANGE, one_mode)


def raw_displacement(prefactor):
    photon = GAP + X_WORK
    target = prefactor(photon) * dynamic(d_free, X_WORK, one_mode)
    return brentq(lambda d: prefactor(photon - d)
                  * frozen(d_free, X_WORK - d, one_mode) - target,
                  0.0, 2*OMEGA)


raw_inverse = raw_displacement(lambda e: 1/e)
raw_full = raw_displacement(lambda e: 1/(e*(DIRECT - e)**2))


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("phonon energy", 1e3*OMEGA, "meV", 1)
show("rough indirect gap", GAP, "eV")
show("temperature", TEMP, "K", 0)
show("thermal energy kT", 1e3*KB*TEMP, "meV")
show("phonon occupation n", n_T, "", 4)
show("adiabatic weight 2n+1", 2*n_T + 1, "", 4)
show("tanh(omega/2kT)", t_T, "", 4)
show("limiting displacement 300 K", 1e3*limit_T, "meV")
for temp in (77.0, 600.0):
    value = OMEGA*np.tanh(OMEGA/(2*KB*temp))
    show(f"limiting displacement {temp:.0f} K", 1e3*value, "meV")
show("high-T estimate omega^2/2kT at 600 K", 1e3*OMEGA**2/(2*KB*600), "meV")
show("vibronic emission weight", emit, "", 4)
show("vibronic absorption weight", absorb, "", 4)
show("frozen-lattice weight", frozen_weight, "", 4)
show("vibronic minus frozen mean line", 1e3*(mean_dyn - mean_frozen), "meV")
print(f"emission weight shift, 10 to 30 levels: {abs(emit-emit_small):.1e}")
show("pair-count exponent, mesh 40", exponent, "", 4)
show("exponent shift, mesh 28 to 40", exponent - exponent_coarse, "", 4)
show("working energy above gap", 1e3*X_WORK, "meV", 0)
show("working photon energy", GAP + X_WORK, "eV")
show("local displacement there", 1e3*local, "meV")
show("adiabatic/dynamic absorption there", ratio, "", 3)
show("90% of limit reached at x", 1e3*reach(0.90), "meV", 1)
show("95% of limit reached at x", 1e3*reach(0.95), "meV", 1)
show("spectra cross at x, 300 K", 1e3*crossing_numeric(n_T), "meV", 1)
show("temperature where n = 1/2", OMEGA/(KB*np.log(3)), "K", 0)
show("square-root fit, window start", 1e3*window[0], "meV", 0)
show("square-root fit, window end", 1e3*window[-1], "meV", 0)
show("apparent gap minus true gap", 1e3*fit_shift, "meV")
show("rough acoustic phonon energy", 1e3*TA, "meV", 0)
show("assumed acoustic relative coupling squared", TA_WEIGHT)
show("limit with acoustic phonon", 1e3*two_limit, "meV")
show("rough exciton binding", 1e3*RYD, "meV", 0)
show("local displacement with exciton", 1e3*d_exc, "meV")
print(f"exciton quadrature shift: {1e3*abs(d_exc-d_exc_coarse):.1e} meV")
show("rough nonparabolicity", NONPAR, "1/eV")
show("local displacement, nonparabolic", 1e3*d_np, "meV")
show("local displacement, split-off band 44 meV lower", 1e3*d_so, "meV")
show("rough common gap increase", 1e3*GAP_CHANGE, "meV", 0)
show("local displacement after gap increase", 1e3*d_gap, "meV")
show("rough direct gap", DIRECT, "eV")
show("raw displacement, prefactor 1/E", 1e3*raw_inverse, "meV")
show("raw displacement, 1/E and direct-gap denominator", 1e3*raw_full, "meV")
print("tests ok")
```

Running it gives:

```
phonon energy: 58.0 meV
rough indirect gap: 1.12 eV
temperature: 300 K
thermal energy kT: 25.85 meV
phonon occupation n: 0.1187
adiabatic weight 2n+1: 1.2373
tanh(omega/2kT): 0.8082
limiting displacement 300 K: 46.87 meV
limiting displacement 77 K: 57.98 meV
limiting displacement 600 K: 29.50 meV
high-T estimate omega^2/2kT at 600 K: 32.53 meV
vibronic emission weight: 1.1187
vibronic absorption weight: 0.1187
frozen-lattice weight: 1.2373
vibronic minus frozen mean line: 46.88 meV
emission weight shift, 10 to 30 levels: 1.7e-08
pair-count exponent, mesh 40: 3.0006
exponent shift, mesh 28 to 40: -0.0020
working energy above gap: 300 meV
working photon energy: 1.42 eV
local displacement there: 44.58 meV
adiabatic/dynamic absorption there: 1.380
90% of limit reached at x: 169.0 meV
95% of limit reached at x: 294.6 meV
spectra cross at x, 300 K: 26.0 meV
temperature where n = 1/2: 613 K
square-root fit, window start: 200 meV
square-root fit, window end: 500 meV
apparent gap minus true gap: 42.49 meV
rough acoustic phonon energy: 19 meV
assumed acoustic relative coupling squared: 0.10
limit with acoustic phonon: 39.37 meV
rough exciton binding: 15 meV
local displacement with exciton: 45.52 meV
exciton quadrature shift: 1.0e-06 meV
rough nonparabolicity: 0.50 1/eV
local displacement, nonparabolic: 44.00 meV
local displacement, split-off band 44 meV lower: 44.36 meV
rough common gap increase: 50 meV
local displacement after gap increase: 44.02 meV
rough direct gap: 3.40 eV
raw displacement, prefactor 1/E: 49.03 meV
raw displacement, 1/E and direct-gap denominator: 43.01 meV
tests ok
```
